**Pair sums and convolution for indirect absorption**

For constant coupling and phonon energy, the program tests that the normalised pair density $J(\varepsilon)$ is the convolution of the hole and electron densities of states, where $\varepsilon$ is the energy shared by the electron and hole. It asserts agreement with explicit pair sums when the Gaussian variances of the two densities add to $\sigma^2$; the largest relative deviation printed is $1.0\times10^{-15}$. It also asserts the strict bound, mean coefficient and second-order convergence of the linear-binning error for bin width $b$ (called `h` in the program). Further assertions cover the parabolic edge, the broadening bias, mesh convergence, the cost scaling and the repair of one momentum-dependent coupling by weighted convolutions. On a $12^3$ mesh the convolution was 360 times faster than direct summation on the machine used. The silicon-like spectrum is scaled to a rough input of 10 cm⁻¹ at 1064 nm and gives about 60 cm⁻¹ at 1000 nm. The last printed lines estimate neglected effects, including excitons, a second phonon and heating; they are not corrections to the spectrum.

## Numerical verification

```python
"""
Result under test: for a constant matrix element and a constant phonon energy,
the double zone sum  J(eps) = N^-2 sum_{k,k'} delta(eps - hole_k - elec_k')
is the convolution of the hole and electron densities of states.
hole = valence energy below the band top, elec = conduction energy above the
band bottom (eV); eps = photon energy - gap +/- phonon energy.
sigma = standard deviation of the Gaussian replacing delta; theta = k * period.
Linear binning of width h plus one FFT gives the same sum at far lower cost.
The example is a silicon-like model in a cubic zone with rough parameters.
"""
import time
import numpy as np
from scipy import constants as sc
from scipy.signal import fftconvolve
from scipy.stats import norm

ROOT2PI = np.sqrt(2 * np.pi)
GAP, PHONON, TEMP = 1.12, 0.058, 300.0
M_LONG, M_TRANS, M_HOLE, PERIOD = 0.92, 0.19, 0.55, 0.54e-9
KB = sc.k / sc.e
HC = sc.h * sc.c / sc.e * 1e9
UNIT = sc.hbar**2 / (sc.m_e * PERIOD**2) / sc.e
C_HOLE = UNIT / M_HOLE
C_TRANS = UNIT / M_TRANS
C_LONG = UNIT / M_LONG
A_COS = (C_LONG + C_TRANS) / 2


def bands(n):
    """Hole and electron energies on an n^3 mesh with a generic offset."""
    th = [2 * np.pi * (np.arange(n) + s) / n for s in (0.13, 0.37, 0.71)]
    x = np.cos(th[0])[:, None, None]
    y = np.cos(th[1])[None, :, None]
    z = np.cos(th[2])[None, None, :]
    total = x + y + z
    hole = C_HOLE * (3 - total)
    elec = A_COS * (x * y + y * z + z * x) - C_TRANS * total + A_COS + C_TRANS
    return hole.ravel(), elec.ravel()


def angles(n):
    th = [2 * np.pi * (np.arange(n) + s) / n for s in (0.13, 0.37, 0.71)]
    return np.array([a.ravel() for a in np.meshgrid(*th, indexing="ij")])


def direct_sum(hole, elec, eps, sigma, weight=None, second=False):
    """Explicit pair sum; optionally also its second derivative in eps."""
    out, curv = np.zeros(len(eps)), np.zeros(len(eps))
    rows = max(1, 60000 // len(elec))
    for a in range(0, len(hole), rows):
        pair = hole[a:a + rows, None] + elec[None, :]
        for i, e in enumerate(eps):
            z2 = ((e - pair) / sigma)**2
            g = np.exp(-0.5 * z2)
            if weight is not None:
                g *= weight[a:a + rows]
            out[i] += g.sum()
            if second:
                curv[i] += (g * (z2 - 1)).sum()
    scale = 1 / (len(hole) * len(elec) * sigma * ROOT2PI)
    if second:
        return out * scale, curv * scale / sigma**2
    return out * scale


def broadened_dos(levels, grid, sigma, weight=None):
    g = np.exp(-0.5 * ((grid[:, None] - levels[None, :]) / sigma)**2)
    w = np.ones(len(levels)) if weight is None else weight
    return g @ w / (len(levels) * sigma * ROOT2PI)


def dos_quadrature(hole, elec, eps, s_h, s_e, w_h=None, w_e=None):
    """Integral of the product of two separately broadened densities."""
    step = 0.03
    grid = np.arange(-10 * s_h, hole.max() + 10 * s_h, step)
    gh = broadened_dos(hole, grid, s_h, w_h)
    return np.array([step * np.dot(gh, broadened_dos(elec, e - grid, s_e, w_e))
                     for e in eps])


def deposit(levels, h):
    x = levels / h
    i = np.floor(x).astype(np.int64)
    f = x - i
    size = int(i.max()) + 2
    hist = np.bincount(i, 1 - f, size) + np.bincount(i + 1, f, size)
    return hist / len(levels)


def pair_histogram(hole, elec, h):
    return fftconvolve(deposit(hole, h), deposit(elec, h))


def smooth(hist, h, eps, sigma):
    z = (np.atleast_1d(eps)[:, None] - h * np.arange(len(hist))) / sigma
    return np.exp(-0.5 * z * z) @ hist / (sigma * ROOT2PI)


# ---- exactness of the reduction on a small mesh, against explicit pairs
n_small, sig = 12, 0.15
hole, elec = bands(n_small)
few = np.array([0.18, 0.6, 1.2, 2.0, 2.88])
ref = direct_sum(hole, elec, few, sig)
conv = dos_quadrature(hole, elec, few, 0.6 * sig, 0.8 * sig)
exact_dev = np.max(np.abs(conv / ref - 1))
assert exact_dev < 1e-9
twice = dos_quadrature(hole, elec, few, sig, sig)
wide = direct_sum(hole, elec, few, np.sqrt(2) * sig)
assert np.max(np.abs(twice / wide - 1)) < 1e-9
assert np.max(np.abs(twice / ref - 1)) > 1e-3

# ---- error of linear binning: strict bound, mean coefficient and order
eps_grid = np.linspace(0, 3, 31)
j_dir, j_curv = direct_sum(hole, elec, eps_grid, sig, second=True)
bin_err = {}
for h in (0.05, 0.025):
    err = smooth(pair_histogram(hole, elec, h), h, eps_grid, sig) - j_dir
    bound = h**2 / (4 * ROOT2PI * sig**3)
    assert np.max(np.abs(err)) <= bound
    bin_err[h] = (err, bound)
law = 0.05**2 / 6 * j_curv
slope = np.dot(bin_err[0.05][0], law) / np.dot(law, law)
order_ratio = (np.linalg.norm(bin_err[0.05][0])
               / np.linalg.norm(bin_err[0.025][0]))
assert 0.75 < slope < 1.25
assert 3 < order_ratio < 5

# ---- momentum-dependent coupling: plain form fails, product terms repair it
th = angles(n_small)
weight = np.ones((len(hole), len(elec)))
for a in range(3):
    weight += np.cos(th[a][None, :] - th[a][:, None]) / 3
j_weight = direct_sum(hole, elec, few, sig, weight=weight)
repaired = conv.copy()
for a in range(3):
    for fun in (np.cos, np.sin):
        repaired += dos_quadrature(hole, elec, few, 0.6 * sig, 0.8 * sig,
                                   fun(th[a]), fun(th[a])) / 3
assert np.max(np.abs(repaired / j_weight - 1)) < 1e-9
coupling_ratio = j_weight / ref
assert np.ptp(coupling_ratio) > 0.1
del weight


# ---- measured cost
def best_time(job, repeats=3):
    times = []
    for _ in range(repeats):
        t0 = time.perf_counter()
        job()
        times.append(time.perf_counter() - t0)
    return min(times)


h8, e8 = bands(8)
t_small = best_time(lambda: direct_sum(h8, e8, few[:4], sig))
t_direct = best_time(lambda: direct_sum(hole, elec, few[:4], sig))
t_fast = best_time(lambda: smooth(pair_histogram(hole, elec, 0.025),
                                  0.025, few[:4], sig))
exponent = np.log(t_direct / t_small) / np.log(len(hole) / len(h8))
assert exponent > 1.6
assert t_direct > 10 * t_fast
kernel_time = t_direct / (4 * len(hole)**2)

# ---- fine mesh for the near-edge spectrum
H_BIN, S_REF = 0.0005, 0.002
hists = {}
for n in (40, 80, 160):
    t0 = time.perf_counter()
    hists[n] = pair_histogram(*bands(n), H_BIN)
    t_fine = time.perf_counter() - t0
fine = hists[160]
pairs_fine = float(160**3)**2


def joint(eps, sigma=S_REF, hist=fine):
    return smooth(hist, H_BIN, eps, sigma)


# ---- parabolic limit and broadening bias
dos_h = np.sqrt(2) / (2 * np.pi**2 * C_HOLE**1.5)
dos_e = 3 * np.sqrt(2) / (2 * np.pi**2 * C_TRANS * np.sqrt(C_LONG))
K_EDGE = np.pi / 8 * dos_h * dos_e


def edge_law(eps, sigma):
    z = eps / sigma
    return K_EDGE * ((eps**2 + sigma**2) * norm.cdf(z)
                     + eps * sigma * norm.pdf(z))


r20, r40 = [joint(e, 0.005)[0] / edge_law(e, 0.005) for e in (0.02, 0.04)]
edge_limit = 2 * r20 - r40
assert abs(edge_limit - 1) < 0.02
threshold_ratio = joint(0.0, 0.01)[0] / (K_EDGE * 0.01**2 / 2)
assert abs(threshold_ratio - 1) < 0.05
j3 = joint(np.array([0.08, 0.10, 0.12]), 0.005)
curvature = (j3[0] - 2 * j3[1] + j3[2]) / 0.02**2
bias = joint(0.10, 0.02)[0] - joint(0.10, 0.01)[0]
bias_ratio = bias / (0.5 * (0.02**2 - 0.01**2) * curvature)
assert abs(bias_ratio - 1) < 0.05


# ---- absorption spectrum, scaled at one wavelength
def bose(energy, temp):
    return 1 / np.expm1(energy / (KB * temp))


def shape(photon, sigma=S_REF, gap=GAP, phonon=PHONON, temp=TEMP, func=joint):
    n = bose(phonon, temp)
    up = np.ravel(func(photon - gap + phonon, sigma))[0]
    down = np.ravel(func(photon - gap - phonon, sigma))[0]
    return (n * up + (n + 1) * down) / photon


E0 = HC / 1064
ALPHA0 = 10.0
base = shape(E0)
mesh_dev = {n: shape(E0, func=lambda e, s, q=hists[n]: joint(e, s, q))
            / base - 1 for n in (40, 80)}
assert abs(mesh_dev[80]) < 0.01
broad = {s: shape(E0, s) / base - 1 for s in (0.005, 0.01, 0.02)}
naive = shape(E0, np.sqrt(2) * 0.02) / base - 1
law20 = shape(E0, 0.02, func=edge_law) / shape(E0, func=edge_law) - 1
assert abs(broad[0.02] / law20 - 1) < 0.25

# ---- sizes of neglected effects at 1064 nm
eps_abs = E0 - GAP + PHONON
k_hole = np.sqrt(2 * M_HOLE * sc.m_e * eps_abs * sc.e) / sc.hbar
V_PH = 3000.0
d_phonon = sc.hbar * V_PH * k_hole / sc.e
ph_change = shape(E0, phonon=PHONON + d_phonon) / base - 1
m_opt = 3 / (1 / M_LONG + 2 / M_TRANS)
mu = m_opt * M_HOLE / (m_opt + M_HOLE)
EPS_R = 11.7
rydberg = sc.physical_constants["Rydberg constant times hc in eV"][0]
exciton = rydberg * mu / EPS_R**2
ex_change = shape(E0, gap=GAP - exciton) / base - 1
E_DIRECT = 3.4
denominator = ((E_DIRECT - E0) / (E_DIRECT - HC / 1000))**2 - 1
SECOND = 0.018
second_ratio = shape(E0, phonon=SECOND) / base
SLOPE_T = -0.25e-3
hot = shape(E0, gap=GAP + 50 * SLOPE_T, temp=TEMP + 50) / base - 1
nonpar = joint(eps_abs)[0] / edge_law(eps_abs, S_REF) - 1

print(f"gap {GAP:.2f} eV; phonon {PHONON*1e3:.0f} meV; T {TEMP:.0f} K")
print(f"masses long/trans/hole: {M_LONG} {M_TRANS} {M_HOLE} m0")
print(f"period: {PERIOD*1e9:.2f} nm")
print(f"C_v, A, B: {C_HOLE:.4f} {A_COS:.4f} {C_TRANS:.4f} eV")
print(f"model direct gap at zone centre: {GAP+2*C_LONG:.3f} eV")
print(f"small mesh: {n_small}^3 = {len(hole)} points, sigma {sig:.2f} eV")
print(f"max relative deviation, convolution vs pairs: {exact_dev:.1e}")
print(f"max |binning error|, h=0.05 eV: "
      f"{np.abs(bin_err[0.05][0]).max():.2e} 1/eV")
print(f"strict binning bound, h=0.05 eV: {bin_err[0.05][1]:.2e} 1/eV")
print(f"largest J on small mesh: {j_dir.max():.4f} 1/eV")
print(f"binning error / (h^2 J''/6), fitted: {slope:.3f}")
print(f"binning error ratio on halving h: {order_ratio:.2f}")
print("q-dependent/constant coupling, J ratio at eps (eV):")
print("  " + "; ".join(f"{e:.2f}: {r:.3f}" for e, r in zip(few, coupling_ratio)))
print(f"direct time, 4 energies: {t_direct*1e3:.1f} ms (this machine)")
print(f"convolution time, same task: {t_fast*1e3:.3f} ms (this machine)")
print(f"speed ratio: {t_direct/t_fast:.0f}")
print(f"direct cost exponent in N: {exponent:.2f}")
print(f"fine mesh: 160^3 = {160**3} points, {pairs_fine:.2e} pairs")
print(f"fine bins: width {H_BIN*1e3:.1f} meV, pair histogram {len(fine)} bins")
print(f"fine mesh time, bands+bins+FFT: {t_fine:.2f} s (this machine)")
print(f"direct time extrapolated, per energy: "
      f"{pairs_fine*kernel_time/3600:.1f} h")
print(f"edge coefficient K: {K_EDGE:.5f} 1/eV^3")
print(f"J/edge law extrapolated to eps=0: {edge_limit:.4f}")
print(f"J at threshold / (K sigma^2/2), 10 meV: {threshold_ratio:.4f}")
print(f"broadening bias / (sigma^2 J''/2 law): {bias_ratio:.4f}")
print(f"phonon occupation: {bose(PHONON, TEMP):.4f}")
print(f"1064 nm photon: {E0:.4f} eV")
print(f"eps, phonon absorption: {eps_abs*1e3:.1f} meV")
print(f"eps, phonon emission: {(E0-GAP-PHONON)*1e3:.1f} meV")
print(f"reference sigma: {S_REF*1e3:.0f} meV")
print(f"input alpha at 1064 nm (rough): {ALPHA0:.0f} 1/cm")
for lam in (1000, 1100, 1150):
    print(f"alpha at {lam} nm: {ALPHA0*shape(HC/lam)/base:.3g} 1/cm")
for n in (40, 80):
    print(f"mesh {n}^3 vs 160^3, alpha at 1064 nm: {100*mesh_dev[n]:+.3f} %")
for s, value in broad.items():
    print(f"broadening error at 1064 nm, {s*1e3:.0f} meV: {100*value:+.2f} %")
print(f"same, 20 meV put in both densities: {100*naive:+.2f} %")
print(f"parabolic prediction, 20 meV: {100*law20:+.2f} %")
print(f"phonon spread at {V_PH/1e3:.0f} km/s: {d_phonon*1e3:.2f} meV, "
      f"alpha {100*ph_change:+.1f} %")
print(f"exciton, eps_r {EPS_R}: {exciton*1e3:.1f} meV, "
      f"threshold shift alone {100*ex_change:+.0f} %")
print(f"denominator, direct gap {E_DIRECT} eV, 1064 to 1000 nm: "
      f"{100*denominator:+.1f} %")
print(f"{SECOND*1e3:.0f} meV phonon, equal coupling, alpha ratio: "
      f"{second_ratio:.2f}")
print(f"heating 50 K, gap slope {SLOPE_T*1e3:.2f} meV/K: {100*hot:+.0f} %")
print(f"nonparabolic change of J at 1064 nm: {100*nonpar:+.1f} %")
print(f"thermal occupation exp(-gap/2kT): {np.exp(-GAP/(2*KB*TEMP)):.1e}")
print("OK")
```

Printed output:

```
gap 1.12 eV; phonon 58 meV; T 300 K
masses long/trans/hole: 0.92 0.19 0.55 m0
period: 0.54 nm
C_v, A, B: 0.4751 0.8297 1.3753 eV
model direct gap at zone centre: 1.688 eV
small mesh: 12^3 = 1728 points, sigma 0.15 eV
max relative deviation, convolution vs pairs: 1.0e-15
max |binning error|, h=0.05 eV: 1.85e-04 1/eV
strict binning bound, h=0.05 eV: 7.39e-02 1/eV
largest J on small mesh: 0.2803 1/eV
binning error / (h^2 J''/6), fitted: 1.005
binning error ratio on halving h: 4.01
q-dependent/constant coupling, J ratio at eps (eV):
  0.18: 1.362; 0.60: 1.387; 1.20: 1.209; 2.00: 0.997; 2.88: 0.904
direct time, 4 energies: 109.0 ms (this machine)
convolution time, same task: 0.303 ms (this machine)
speed ratio: 360
direct cost exponent in N: 1.98
fine mesh: 160^3 = 4096000 points, 1.68e+13 pairs
fine bins: width 0.5 meV, pair histogram 23343 bins
fine mesh time, bands+bins+FFT: 1.17 s (this machine)
direct time extrapolated, per energy: 42.5 h
edge coefficient K: 0.02519 1/eV^3
J/edge law extrapolated to eps=0: 1.0026
J at threshold / (K sigma^2/2), 10 meV: 1.0136
broadening bias / (sigma^2 J''/2 law): 1.0008
phonon occupation: 0.1187
1064 nm photon: 1.1653 eV
eps, phonon absorption: 103.3 meV
eps, phonon emission: -12.7 meV
reference sigma: 2 meV
input alpha at 1064 nm (rough): 10 1/cm
alpha at 1000 nm: 60.5 1/cm
alpha at 1100 nm: 3.98 1/cm
alpha at 1150 nm: 0.249 1/cm
mesh 40^3 vs 160^3, alpha at 1064 nm: -0.056 %
mesh 80^3 vs 160^3, alpha at 1064 nm: +0.036 %
broadening error at 1064 nm, 5 meV: +0.23 %
broadening error at 1064 nm, 10 meV: +1.40 %
broadening error at 1064 nm, 20 meV: +9.76 %
same, 20 meV put in both densities: +24.32 %
parabolic prediction, 20 meV: +9.40 %
phonon spread at 3 km/s: 2.41 meV, alpha -5.4 %
exciton, eps_r 11.7: 17.5 meV, threshold shift alone +41 %
denominator, direct gap 3.4 eV, 1064 to 1000 nm: +7.0 %
18 meV phonon, equal coupling, alpha ratio: 4.14
heating 50 K, gap slope -0.25 meV/K: +83 %
nonparabolic change of J at 1064 nm: +9.0 %
thermal occupation exp(-gap/2kT): 3.9e-10
OK
```
